# Why a Kane electron gas has more energy than 3kT/2: a program that tests the result

```python
"""
Mean energy of a nondegenerate three-dimensional Kane electron gas.

Result under test, for E(1 + alpha E) = p^2/(2m) and occupation exp(-E/kT):
    <p.v> = 3 kT exactly, v = dE/dp,
    <E>   = 3kT/2 + alpha <E^2/(1 + 2 alpha E)>
          = kT [3/2 + (15/4) a - (15/2) a^2 + ...],   a = alpha kT.
Symbols: E energy from the band edge, p crystal momentum from the valley
minimum, m band-edge mass, alpha nonparabolicity, k Boltzmann constant.
Reduced units: energies in kT, momenta in sqrt(m kT), velocities in sqrt(kT/m).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import kve

# ---------- averages over energy, with the density of states ----------
nodes, weights = np.polynomial.legendre.leggauss(400)
root_max = np.sqrt(60.0)
root_e = 0.5 * root_max * (nodes + 1.0)       # square root of the energy
root_w = 0.5 * root_max * weights
energy = root_e**2


def boltzmann(e):
    return np.exp(-e)


def state_weights(gamma, dgamma, occupation=boltzmann):
    """Weights sqrt(gamma) gamma' f dE, where gamma(E) = p^2/2m."""
    return root_w * 2 * root_e * np.sqrt(gamma) * dgamma * occupation(energy)


def kane_averages(a, occupation=boltzmann):
    """Means of p^2/2m, E, p.v/2, m v^2/2 in units of kT."""
    gamma, dgamma = energy * (1 + a * energy), 1 + 2 * a * energy
    w = state_weights(gamma, dgamma, occupation)
    w = w / w.sum()
    return np.array([w @ gamma, w @ energy, w @ (gamma / dgamma),
                     w @ (gamma / dgamma**2)])


def bessel_mean(a):
    z = 1 / (2 * a)
    return 3 + z * (kve(1, z) / kve(2, z) - 1)


# ---------- averages on a Cartesian momentum grid ----------
def energy_of_p2(p2, a):
    return p2 / (1 + np.sqrt(1 + 2 * a * p2))


def grid_averages(a, dimension):
    """Means of p^2/2m, E, p.v/2, m v^2/2, p_x v_x and the excess integrand."""
    axis = np.linspace(-18, 18, 81)
    mesh = np.meshgrid(*([axis] * dimension), indexing="ij", sparse=True)
    px = mesh[0]
    other = sum(q**2 for q in mesh[1:])
    p2 = px**2 + other
    e = energy_of_p2(p2, a)
    assert np.max(np.abs(e * (1 + a * e) - p2 / 2)) < 1e-9
    h = 1e-3
    vx = (energy_of_p2((px + h)**2 + other, a)
          - energy_of_p2((px - h)**2 + other, a)) / (2 * h)
    f = np.exp(-e)
    f /= f.sum()
    pxvx = np.sum(f * px * vx)
    return np.array([np.sum(f * p2) / 2, np.sum(f * e),
                     dimension * pxvx / 2, dimension * np.sum(f * vx**2) / 2,
                     pxvx, np.sum(f * a * e**2 / (1 + 2 * a * e))])


# ---------- series coefficients from small-a energy integrals ----------
small = 2e-4
slope1 = (kane_averages(small) - 1.5) / small
slope2 = (kane_averages(2 * small) - 1.5) / (2 * small)
first_order = 2 * slope1 - slope2
second_order_energy = (slope2[1] - slope1[1]) / small
# tolerances cover the next order of the expansion in a
assert np.allclose(first_order, [7.5, 3.75, 0.0, -7.5], atol=1e-3)
assert abs(second_order_energy + 7.5) < 0.02

# ---------- closed form and bounds, weak to strong nonparabolicity ----------
for a_test in (0.01, 0.1, 1.0, 10.0, 100.0):
    means = kane_averages(a_test)
    assert abs(means[1] - bessel_mean(a_test)) < 1e-7
    assert abs(means[2] - 1.5) < 1e-7
    assert 1.5 < means[1] < 3.0
strong_mean = kane_averages(100.0)[1]

# ---------- example: rough typical values for InGaAs on InP ----------
mass_ratio = 0.041
alpha = 1.2               # 1/eV
density = 1e15            # cm^-3
density_high = 1e17       # cm^-3
gap, spin_orbit = 0.74, 0.33          # eV
l_offset, l_mass, l_count = 0.55, 0.30, 4
k_ev = const.k / const.e
mass = mass_ratio * const.m_e


def degenerate_averages(n_cm3, a, nc_cm3):
    gamma, dgamma = energy * (1 + a * energy), 1 + 2 * a * energy

    def fermi(eta):
        return lambda e: 1 / (np.exp(e - eta) + 1)

    def density_error(eta):
        total = state_weights(gamma, dgamma, fermi(eta)).sum()
        return nc_cm3 * 2 / np.sqrt(np.pi) * total / n_cm3 - 1

    eta = brentq(density_error, -30, 20, xtol=1e-13)
    return kane_averages(a, fermi(eta))


# k.p secular equation with spin-orbit splitting and free-electron term
def coupling_sum(e_ev):
    return 2 / (e_ev + gap) + 1 / (e_ev + gap + spin_orbit)


kane_third = (1 / mass_ratio - 1) / coupling_sum(0.0)   # E_P/3 in eV


def gamma_kp(e_ev):
    return e_ev / mass_ratio / (1 + kane_third * coupling_sum(e_ev))


def kp_mean(kt):
    gamma = gamma_kp(energy * kt) / kt
    dgamma = np.imag(gamma_kp(energy * kt + 1e-20j)) / 1e-20
    assert np.all(dgamma > 0)
    w = state_weights(gamma, dgamma)
    return (w @ energy) / w.sum()


alpha_kp = (gamma_kp(1e-4) / 1e-4 - 1) / 1e-4

print(f"band-edge mass: {mass_ratio:.3f} m0")
print(f"alpha: {alpha:.2f} /eV")
print(f"density: {density:.1e} cm^-3")
print(f"gap, spin-orbit splitting: {gap:.2f}, {spin_orbit:.2f} eV")
print(f"L valleys: {l_count}, offset {l_offset:.2f} eV, "
      f"mass {l_mass:.2f} m0 each")
print("first-order coefficients of a (units kT):")
print("  p^2/2m, E, p.v/2, mv^2/2: "
      + ", ".join(f"{c + 0.0:.3f}" for c in np.round(first_order, 3)))
print(f"second-order coefficient for E: {second_order_energy:.2f}")
print(f"<E>/kT at a = 100: {strong_mean:.4f}")
print(f"alpha from k.p secular equation: {alpha_kp:.3f} /eV")

for temperature in (300.0, 600.0):
    kt = k_ev * temperature
    mev = 1000 * kt
    a = alpha * kt
    grid = grid_averages(a, 3)
    means = kane_averages(a)

    # momentum grid against equipartition, energy integrals and closed form;
    # tolerance covers the finite-difference velocity
    assert abs(grid[4] - 1) < 1e-5
    assert np.allclose(grid[:4], means, atol=1e-5)
    assert abs(grid[1] - bessel_mean(a)) < 1e-8
    assert abs(grid[1] - 1.5 - grid[5]) < 1e-8

    plane = grid_averages(a, 2)
    assert abs(2 * plane[2] - 2) < 1e-5
    assert abs(plane[1] - (1 + 4 * a) / (1 + 2 * a)) < 1e-8

    excess = grid[1] - 1.5
    leading = 15 * a / 4
    second = leading - 15 * a**2 / 2
    assert abs(second - excess) < abs(leading - excess)

    mean_ev = grid[1] * kt
    t_naive = 2 * mean_ev / (3 * k_ev)
    t_fixed = (np.sqrt(1 + 20 * alpha * mean_ev / 3) - 1) / (5 * alpha * k_ev)
    t_virial = 2 * grid[2] * kt / (3 * k_ev)
    assert abs(t_fixed - temperature) < 0.25 * abs(t_naive - temperature)

    # neglected effects
    thermal_length = const.h / np.sqrt(2 * np.pi * mass * const.k * temperature)
    nc = 2 / thermal_length**3 * 1e-6
    fermi_low = degenerate_averages(density, a, nc) - means
    fermi_high = degenerate_averages(density_high, a, nc) - means
    gamma_sum = 2 / np.sqrt(np.pi) * state_weights(
        energy * (1 + a * energy), 1 + 2 * a * energy).sum()
    ratio = (l_count * (l_mass / mass_ratio)**1.5
             * np.exp(-l_offset / kt) / gamma_sum)
    l_fraction = ratio / (1 + ratio)
    l_shift = l_fraction * (l_offset / kt + 1.5 - means[1])
    kp_shift = kp_mean(kt) - means[1]
    for shift in (fermi_low[1], l_shift, kp_shift):
        assert abs(shift) < 0.2 * excess

    print(f"--- electron temperature {temperature:.0f} K ---")
    print(f"kT: {mev:.3f} meV;  a = alpha kT: {a:.5f}")
    print(f"3kT/2: {1.5 * mev:.3f} meV")
    print(f"<p^2/2m>: {grid[0] * mev:.3f} meV")
    print(f"<E>: {grid[1] * mev:.3f} meV")
    print(f"<p.v>/2: {grid[2] * mev:.3f} meV")
    print(f"<mv^2/2>: {grid[3] * mev:.3f} meV")
    print(f"<p.v>/kT: {2 * grid[2]:.5f}")
    print(f"excess of <E>, full: {excess * mev:.3f} meV")
    print(f"excess, leading order: {leading * mev:.3f} meV")
    print(f"excess, two orders: {second * mev:.3f} meV")
    print(f"excess relative to 3kT/2: {100 * excess / 1.5:.2f} %")
    print(f"T from 2<E>/3k: {t_naive:.1f} K")
    print(f"T from inverted leading-order law: {t_fixed:.1f} K")
    print(f"T from <p.v>/3k: {t_virial:.1f} K")
    print(f"strictly 2D gas: <E>/kT = {plane[1]:.4f}")
    print(f"parabolic Nc: {nc:.3e} cm^-3")
    print(f"Fermi shift of <E>, {density:.0e} cm^-3: "
          f"{fermi_low[1] * mev:.3f} meV")
    print(f"Fermi shift of <E>, {density_high:.0e} cm^-3: "
          f"{fermi_high[1] * mev:.3f} meV")
    print(f"Fermi shift of <p.v>, {density_high:.0e} cm^-3: "
          f"{2 * fermi_high[2] * mev:.3f} meV")
    print(f"L-valley fraction: {l_fraction:.2e}")
    print(f"L-valley shift of <E>: {l_shift * mev:.2e} meV")
    print(f"k.p minus Kane <E>: {kp_shift * mev:.3f} meV")
    print(f"thermal wavelength: {thermal_length * 1e9:.1f} nm")

print("verified")
```

Printed output:

```
band-edge mass: 0.041 m0
alpha: 1.20 /eV
density: 1.0e+15 cm^-3
gap, spin-orbit splitting: 0.74, 0.33 eV
L valleys: 4, offset 0.55 eV, mass 0.30 m0 each
first-order coefficients of a (units kT):
  p^2/2m, E, p.v/2, mv^2/2: 7.500, 3.750, 0.000, -7.500
second-order coefficient for E: -7.49
<E>/kT at a = 100: 2.9950
alpha from k.p secular equation: 1.193 /eV
--- electron temperature 300 K ---
kT: 25.852 meV;  a = alpha kT: 0.03102
3kT/2: 38.778 meV
<p^2/2m>: 45.056 meV
<E>: 41.606 meV
<p.v>/2: 38.778 meV
<mv^2/2>: 33.613 meV
<p.v>/kT: 3.00000
excess of <E>, full: 2.828 meV
excess, leading order: 3.007 meV
excess, two orders: 2.821 meV
excess relative to 3kT/2: 7.29 %
T from 2<E>/3k: 321.9 K
T from inverted leading-order law: 298.8 K
T from <p.v>/3k: 300.0 K
strictly 2D gas: <E>/kT = 1.0584
parabolic Nc: 2.083e+17 cm^-3
Fermi shift of <E>, 1e+15 cm^-3: 0.031 meV
Fermi shift of <E>, 1e+17 cm^-3: 3.035 meV
Fermi shift of <p.v>, 1e+17 cm^-3: 5.461 meV
L-valley fraction: 4.07e-08
L-valley shift of <E>: 2.23e-05 meV
k.p minus Kane <E>: -0.052 meV
thermal wavelength: 21.3 nm
--- electron temperature 600 K ---
kT: 51.704 meV;  a = alpha kT: 0.06204
3kT/2: 77.556 meV
<p^2/2m>: 103.598 meV
<E>: 88.206 meV
<p.v>/2: 77.556 meV
<mv^2/2>: 59.354 meV
<p.v>/kT: 3.00000
excess of <E>, full: 10.650 meV
excess, leading order: 12.030 meV
excess, two orders: 10.537 meV
excess relative to 3kT/2: 13.73 %
T from 2<E>/3k: 682.4 K
T from inverted leading-order law: 591.8 K
T from <p.v>/3k: 600.0 K
strictly 2D gas: <E>/kT = 1.1104
parabolic Nc: 5.892e+17 cm^-3
Fermi shift of <E>, 1e+15 cm^-3: 0.020 meV
Fermi shift of <E>, 1e+17 cm^-3: 2.006 meV
Fermi shift of <p.v>, 1e+17 cm^-3: 3.333 meV
L-valley fraction: 1.52e-03
L-valley shift of <E>: 8.22e-01 meV
k.p minus Kane <E>: -0.310 meV
thermal wavelength: 15.0 nm
verified
```
